# Imaginary-time Green function, its completeness jump, and the even-odd self-energy: verification in Python

```python
"""
Result under test (zero temperature, real orbitals, mu inside the gap):
  G(tau>0) = -sum_empty psi psi exp(-e tau),  e = energy - mu
  G(tau<0) = +sum_occ   psi psi exp(-e tau)
  G(0+) - G(0-) = -identity  (completeness)
  Sigma_c(tau) = -G(tau) Wc(tau), element by element in site space
  Sigma_c(i w) = 2 int_0^inf cos(w t) Sigma_even(t) dt
               + 2i int_0^inf sin(w t) Sigma_odd(t) dt
G: mean-field Green function; Wc: RPA screened minus bare interaction;
F(tau) = int dw/(2 pi) exp(-i w tau) F(i w).  Hartree atomic units.
The model is a chain of sites with an orthonormal site basis.
"""
import numpy as np
from scipy.integrate import quad
from scipy.constants import physical_constants

HA_EV = physical_constants["Hartree energy in eV"][0]
n_site, n_occ = 8, 4
site_energy, hop1, hop2, strength = 0.25, -0.20, 0.05, 0.30
identity = np.eye(n_site)
index = np.arange(n_site)
ham = np.diag(site_energy * (-1.0) ** index)
ham += hop1 * (np.eye(n_site, k=1) + np.eye(n_site, k=-1))
ham += hop2 * (np.eye(n_site, k=2) + np.eye(n_site, k=-2))
bare = strength / np.sqrt(1.0 + (index[:, None] - index[None, :]) ** 2)
levels, orbitals = np.linalg.eigh(ham)
mu = 0.5 * (levels[n_occ - 1] + levels[n_occ])
e = levels - mu
homo = orbitals[:, n_occ - 1]
density = orbitals[:, :n_occ] @ orbitals[:, :n_occ].T


def resolvent(w):
    """Green function at i*w by matrix inversion, for an array of w."""
    w = np.atleast_1d(w)
    return np.linalg.inv((1j * w[:, None, None] + mu) * identity - ham)


def green_side(t, side, n_keep=n_site):
    """Exponential sum at tau = side*t, t >= 0, with n_keep orbitals."""
    t = np.atleast_1d(t)
    chosen = slice(n_occ, n_keep) if side > 0 else slice(0, n_occ)
    c = orbitals[:, chosen]
    decay = np.exp(-np.abs(e[chosen])[None, :] * t[:, None])
    return -side * np.einsum("in,tn,jn->tij", c, decay, c)


def fourier_part(i, j, t, kind):
    """Half-line cosine or sine integral of one resolvent element."""
    def element(w):
        value = resolvent(w)[0, i, j]
        return value.real if kind == "cos" else value.imag
    return quad(element, 0, np.inf, weight=kind, wvar=t,
                epsabs=1e-9, limit=300, limlst=200)[0] / np.pi


# Exponential sums against the Fourier integral of the inverted matrix
green_error = 0.0
for i, j in [(0, 0), (2, 3)]:
    even_part = fourier_part(i, j, 2.0, "cos")
    odd_part = fourier_part(i, j, 2.0, "sin")
    for side in (1, -1):
        numeric = even_part + side * odd_part
        formula = green_side(2.0, side)[0, i, j]
        green_error = max(green_error, abs(numeric - formula))
assert green_error < 1e-6

# Jump at zero time from Fourier integrals at small times, extrapolated
jumps = []
for i, j in [(0, 0), (0, 1)]:
    near = 2 * fourier_part(i, j, 0.01, "sin")
    far = 2 * fourier_part(i, j, 0.02, "sin")
    jumps.append(2 * near - far)
assert abs(jumps[0] + 1) < 1e-4 and abs(jumps[1]) < 1e-4

# Frequency nodes on the whole line: nu = tan(theta/2), midpoint rule
n_freq = 20000
theta = -np.pi + (np.arange(n_freq) + 0.5) * 2 * np.pi / n_freq
nu = np.tan(theta / 2)
freq_weight = 0.5 * (1 + nu**2) * 2 * np.pi / n_freq / (2 * np.pi)
green_nu = resolvent(nu)

# Symmetric frequency integral gives the mean of the two limits
mean_green = np.einsum("w,wij->ij", freq_weight, green_nu.real)
assert np.allclose(mean_green, density - identity / 2, atol=1e-8)
false_exchange = -bare * mean_green + bare * density
assert np.allclose(false_exchange, np.diag(np.diag(bare)) / 2, atol=1e-8)

# Occupied-empty transitions, polarizability and screened interaction
gaps = (e[None, n_occ:] - e[:n_occ, None]).ravel()
pairs = np.einsum("xi,xa->iax", orbitals[:, :n_occ], orbitals[:, n_occ:])
pairs = pairs.reshape(-1, n_site)
pair_products = np.einsum("tx,ty->txy", pairs, pairs).reshape(len(gaps), -1)


def polarizability(w):
    w = np.atleast_1d(w)
    factor = -4 * gaps / (gaps**2 + w[:, None] ** 2)
    return (factor @ pair_products).reshape(-1, n_site, n_site)


def screened(w):
    chi = polarizability(w)
    return np.linalg.solve(identity - bare @ chi, bare @ chi @ bare)


wc_nu = screened(nu)
wc_zero = np.einsum("w,wij->ij", freq_weight, wc_nu)

# RPA modes: Wc(tau) = -sum_s w_s w_s exp(-Omega_s |tau|)
root = np.sqrt(gaps)
kernel = pairs @ bare @ pairs.T
omega_sq, modes = np.linalg.eigh(
    np.diag(gaps**2) + 4 * root[:, None] * kernel * root[None, :])
omega = np.sqrt(omega_sq)
couplings = (bare @ pairs.T @ (root[:, None] * modes)) * np.sqrt(2 / omega)


def wc_time(t):
    decay = np.exp(-np.atleast_1d(t)[:, None] * omega[None, :])
    return -np.einsum("is,ts,js->tij", couplings, decay, couplings)


mode_sum = -np.einsum("is,s,js->ij", couplings,
                      2 * omega / (omega**2 + 0.5**2), couplings)
assert np.allclose(mode_sum, screened(0.5)[0], atol=1e-10)
assert np.allclose(wc_time(0.0)[0], wc_zero, atol=1e-8)


def sigma_side(t, side):
    return -green_side(t, side) * wc_time(t)


def sigma_even_odd(t):
    plus, minus = sigma_side(t, 1), sigma_side(t, -1)
    return (plus + minus) / 2, (plus - minus) / 2


def half_line(n_points, t_max):
    x, weight = np.polynomial.legendre.leggauss(n_points)
    return 0.5 * t_max * (x + 1), 0.5 * t_max * weight


time, time_weight = half_line(400, 60.0)

# Polarizability: time product against frequency convolution
chi_time = 2 * green_side(time, 1) * green_side(time, -1).transpose(0, 2, 1)
chi_cos = 2 * np.einsum("t,tij->ij", time_weight * np.cos(0.5 * time),
                        chi_time)
chi_conv = 2 * np.einsum("w,wij,wji->ij", freq_weight,
                         resolvent(0.5 + nu), green_nu)
assert np.allclose(chi_cos, chi_conv, atol=1e-8)
assert np.allclose(chi_cos, polarizability(0.5)[0], atol=1e-8)


def sigma_convolution(w):
    return -np.einsum("w,wij,wij->ij", freq_weight, resolvent(w + nu), wc_nu)


def sigma_split(w, t, weight):
    even, odd = sigma_even_odd(t)
    real = 2 * np.einsum("t,tij->ij", weight * np.cos(w * t), even)
    imag = 2 * np.einsum("t,tij->ij", weight * np.sin(w * t), odd)
    return real + 1j * imag


def sigma_poles(w):
    total = np.zeros((n_site, n_site), complex)
    for n in range(n_site):
        shift = omega if n >= n_occ else -omega
        mode_part = (couplings / (1j * w - e[n] - shift)) @ couplings.T
        total += np.outer(orbitals[:, n], orbitals[:, n]) * mode_part
    return total


# Even/odd transforms against direct frequency convolution
table = []
split_error = 0.0
for w in (0.0, 0.5, 2.0):
    direct = sigma_convolution(w)
    split = sigma_split(w, time, time_weight)
    split_error = max(split_error, np.abs(direct - split).max())
    assert np.allclose(direct, sigma_poles(w), atol=1e-8)
    table.append((w, homo @ split @ homo, homo @ direct @ homo))
assert split_error < 1e-8

# Local self-energy jump from the high-frequency tail, extrapolated
tail10 = (10j * sigma_convolution(10.0)).real
tail20 = (20j * sigma_convolution(20.0)).real
tail_jump = -(4 * tail20 - tail10) / 3
local_jump = np.diag(np.diag(wc_zero))
tail_error = np.abs(tail_jump - local_jump).max()
assert tail_error < 2e-3 * np.abs(local_jump).max()
time_jump = (sigma_side(0.0, 1) - sigma_side(0.0, -1))[0]
assert np.allclose(time_jump, local_jump, atol=1e-8)

# Leaving out the highest empty orbital makes the jump nonlocal
cut_green_jump = (green_side(0.0, 1, n_site - 1) - green_side(0.0, -1))[0]
cut_jump = -cut_green_jump * wc_zero
cut_offdiag = np.abs(cut_jump - np.diag(np.diag(cut_jump))).max()
full_offdiag = np.abs(time_jump - np.diag(np.diag(time_jump))).max()
assert cut_offdiag > 1e-4 and full_offdiag < 1e-10

# Equal number of time points: two half lines against one rule across zero
reference = sigma_convolution(0.5)
t32, w32 = half_line(32, 30.0)
half_error = np.abs(sigma_split(0.5, t32, w32) - reference).max()
x64, w64 = np.polynomial.legendre.leggauss(64)
whole = np.zeros((n_site, n_site), complex)
for x, weight in zip(30 * x64, 30 * w64):
    value = sigma_side(abs(x), 1 if x > 0 else -1)[0]
    whole += weight * np.exp(0.5j * x) * value
whole_error = np.abs(whole - reference).max()
assert half_error < 1e-3 * whole_error

print(f"sites {n_site}, doubly occupied orbitals {n_occ}")
print(f"site energies +/- {site_energy:.2f} Ha (first site +)")
print(f"hopping: first {hop1:.2f} Ha, second {hop2:.2f} Ha")
print(f"repulsion {strength:.2f}/sqrt(1+d^2) Ha, d in sites")
print(f"mu = {mu:.6f} Ha")
print(f"gap = {e[n_occ] - e[n_occ-1]:.6f} Ha"
      f" = {(e[n_occ] - e[n_occ-1]) * HA_EV:.4f} eV")
print("occupied e_n (Ha):", " ".join(f"{x:.5f}" for x in e[:n_occ]))
print("empty e_n (Ha):", " ".join(f"{x:.5f}" for x in e[n_occ:]))
print("G on first site (dimensionless), tau in 1/Ha:")
for t in (0.0, 2.0, 5.0):
    print(f" t={t:.0f}: G(+t)={green_side(t, 1)[0, 0, 0]:.6f},"
          f" G(-t)={green_side(t, -1)[0, 0, 0]:.6f}")
print(f"largest error of G at |tau|=2: {green_error:.1e}")
print(f"G jump from Fourier integrals, (1,1): {jumps[0]:.6f}")
print(f"G jump from Fourier integrals, (1,2): {jumps[1]:.6f}")
print(f"false exchange on each site: {false_exchange[0, 0]:.6f} Ha")
print(f"lowest RPA mode energy: {omega[0]:.6f} Ha")
print(f"slowest Sigma_c exponent, tau>0: {e[n_occ] + omega[0]:.6f} Ha")
print(f"slowest Sigma_c exponent, tau<0: {-e[n_occ-1] + omega[0]:.6f} Ha")
print("HOMO Sigma_c(tau) in Ha^2, t in 1/Ha:")
for t in (0.0, 1.0, 2.0, 4.0):
    even, odd = sigma_even_odd(t)
    a, b = homo @ even[0] @ homo, homo @ odd[0] @ homo
    print(f" t={t:.0f}: even={a:.7f}, odd={b:.7f}")
    print(f"      at +t={a + b:.7f}, at -t={a - b:.7f}")
print("HOMO Sigma_c(i w) in Ha, w in Ha:")
for w, split, direct in table:
    print(f" w={w:.1f} cos, sin: {split.real:.8f}, {split.imag:.8f}")
    print(f"       convolution: {direct.real:.8f}, {direct.imag:.8f}")
middle = table[1][1] * HA_EV
print(f"w=0.5 Ha in eV: {middle.real:.5f}, {middle.imag:.5f}")
print(f"largest matrix error of the split: {split_error:.1e} Ha")
print(f"Sigma_c jump, site 1: {time_jump[0, 0]:.7f} Ha^2")
print(f"same from frequency tail: {tail_jump[0, 0]:.7f} Ha^2")
print(f"HOMO Sigma_c jump: {homo @ time_jump @ homo:.7f} Ha^2")
print(f"off-diagonal jump, all orbitals: {full_offdiag:.1e} Ha^2")
print(f"off-diagonal jump, top orbital cut: {cut_offdiag:.6f} Ha^2")
print(f"error, 2 x 32 half-line points: {half_error:.1e} Ha")
print(f"error, 64 points across zero: {whole_error:.1e} Ha")
print("no test failed")
```

Printed output:

```
sites 8, doubly occupied orbitals 4
site energies +/- 0.25 Ha (first site +)
hopping: first -0.20 Ha, second 0.05 Ha
repulsion 0.30/sqrt(1+d^2) Ha, d in sites
mu = -0.066372 Ha
gap = 0.500327 Ha = 13.6146 eV
occupied e_n (Ha): -0.30792 -0.30780 -0.29577 -0.25016
empty e_n (Ha): 0.25016 0.35514 0.48987 0.59745
G on first site (dimensionless), tau in 1/Ha:
 t=0: G(+t)=-0.922326, G(-t)=0.077674
 t=2: G(+t)=-0.451014, G(-t)=0.042486
 t=5: G(+t)=-0.165586, G(-t)=0.017193
largest error of G at |tau|=2: 1.4e-12
G jump from Fourier integrals, (1,1): -0.999986
G jump from Fourier integrals, (1,2): -0.000004
false exchange on each site: 0.150000 Ha
lowest RPA mode energy: 0.504036 Ha
slowest Sigma_c exponent, tau>0: 0.754200 Ha
slowest Sigma_c exponent, tau<0: 0.754200 Ha
HOMO Sigma_c(tau) in Ha^2, t in 1/Ha:
 t=0: even=0.0009459, odd=-0.0014861
      at +t=-0.0005402, at -t=0.0024320
 t=1: even=0.0004057, odd=-0.0005785
      at +t=-0.0001728, at -t=0.0009843
 t=2: even=0.0001732, odd=-0.0002300
      at +t=-0.0000569, at -t=0.0004032
 t=4: even=0.0000316, odd=-0.0000383
      at +t=-0.0000067, at -t=0.0000699
HOMO Sigma_c(i w) in Ha, w in Ha:
 w=0.0 cos, sin: 0.00223143, 0.00000000
       convolution: 0.00223143, -0.00000000
 w=0.5 cos, sin: 0.00165716, -0.00133150
       convolution: 0.00165716, -0.00133150
 w=2.0 cos, sin: 0.00034018, -0.00120894
       convolution: 0.00034018, -0.00120894
w=0.5 Ha in eV: 0.04509, -0.03623
largest matrix error of the split: 2.3e-15 Ha
Sigma_c jump, site 1: -0.0024883 Ha^2
same from frequency tail: -0.0024882 Ha^2
HOMO Sigma_c jump: -0.0029722 Ha^2
off-diagonal jump, all orbitals: 9.2e-19 Ha^2
off-diagonal jump, top orbital cut: 0.000378 Ha^2
error, 2 x 32 half-line points: 7.2e-14 Ha
error, 64 points across zero: 3.3e-04 Ha
no test failed
```
